# The Overdamped Committor at a Parabolic Barrier and Its Corrections, part 2

The committor $q(x)$ is the probability that a path started at $x$ reaches the product border before the reactant border. How does it behave near a barrier top when the simplest assumptions are relaxed?

The coordinate $x$ is zero at the top and positive towards the product. The free energy along $x$ is $V(x)$, and a prime means $d/dx$. The algebra is in atomic units, with temperature entering through the energy $k_BT$; numbers are in eV and Å. The barrier has downward curvature $k$ and thermal width $\sigma=\sqrt{k_BT/k}$. The friction coefficient is $\zeta$, the diffusion constant is $D=k_BT/\zeta$, and $dW$ is Gaussian noise of variance $dt$. The probability that a standard Gaussian number is less than $z$ is $\Phi(z)=\tfrac12[1+\operatorname{erf}(z/\sqrt2)]$.

In overdamped motion, velocity is forgotten before $x$ changes appreciably. For a parabolic barrier with constant friction and distant borders, the committor is then

$$q(x)=\Phi(x/\sigma),\qquad q(0)=\tfrac12,\qquad q'(0)=\frac{1}{\sigma\sqrt{2\pi}} .$$

For a general profile $V(x)$ and a diffusion constant $D(x)$ that may vary, the overdamped committor obeys

$$\left(D\,e^{-V/k_BT}q'\right)'=0,\qquad q'(x)\propto\frac{e^{V(x)/k_BT}}{D(x)} . \tag{5}$$

Near the top, $N$ independent trajectories give $q$ with standard error $1/(2\sqrt N)$.

The example is a solvent molecule leaving a metal alkoxide in propan-2-ol, at 300 K with the model curvature $k=0.5$ eV/Å$^2$, so that $k_BT=0.02585$ eV and $\sigma=0.227$ Å. On this parabola, borders placed too near the top, at $-0.3$ and $0.6$ Å, give $q(0)=0.450$ instead of one half. The Brownian shots listed in the numerical output were run on the parabola with borders at $\pm4\sigma$.

### A skewed barrier

Keep $D$ constant and take

$$V=-\tfrac12kx^2+\tfrac13cx^3+\tfrac14gx^4 .$$

With $y=x/\sigma$, the exponent in (5) is

$$\frac{V}{k_BT}=-\frac{y^2}{2}+\epsilon y^3+\delta y^4,\qquad \epsilon=\frac{c\sqrt{k_BT}}{3k^{3/2}},\qquad \delta=\frac{g\,k_BT}{4k^2}.$$

For low temperature both coefficients are small, and $e^{V/k_BT}\approx e^{-y^2/2}(1+\epsilon y^3+\delta y^4)$. This expansion is used near the top; with borders in the wells, the distant parts contribute exponentially little.

Let $\varphi(y)=e^{-y^2/2}/\sqrt{2\pi}$, so that $\varphi'=-y\varphi$. Differentiation confirms the two integrals needed:

$$\frac{d}{dy}\left[-(y^2+2)\varphi\right]=y^3\varphi,\qquad \frac{d}{dy}\left[-(y^3+3y)\varphi\right]=(y^4-3)\varphi .$$

The integral of $(1+\epsilon y^3+\delta y^4)\varphi$ up to $y$ is therefore $\Phi-\epsilon(y^2+2)\varphi+\delta[3\Phi-(y^3+3y)\varphi]$. Over the whole line it is $1+3\delta$. Dividing and keeping first powers of $\epsilon$ and $\delta$ gives

$$q\approx\Phi(y)-\epsilon(y^2+2)\varphi(y)-\delta(y^3+3y)\varphi(y). \tag{6}$$

The omitted term in $\epsilon^2$ is of the same order in temperature as the quartic term, since both $\epsilon^2$ and $\delta$ are proportional to $T$. For the coefficients used below it is only about a tenth of the quartic term at one thermal width from the top. Both terms are odd in $y$, so at the top they drop out:

$$q(0)-\frac12\approx-\frac{2\epsilon}{\sqrt{2\pi}}=-\frac{2c}{3}\,\frac{\sqrt{k_BT}}{\sqrt{2\pi}\,k^{3/2}} . \tag{7}$$

Dividing this deficit by the slope $1/(\sigma\sqrt{2\pi})$ locates the half-committor point:

$$x_{1/2}\approx2\epsilon\sigma=\frac{2c\,k_BT}{3k^2}. \tag{8}$$

For $c>0$ the product side falls away more gently. Paths there are driven off less strongly and return more often, so an even chance requires a start slightly towards the product. Both shifts vanish as $T\to0$.

For $c=0.1$ eV/Å$^3$ and $g=0.2$ eV/Å$^4$, the wells lie at $-1.85$ and $1.35$ Å, and the barriers are $0.48$ eV from the reactant and $0.21$ eV from the product. Equation (7) gives

$$q(0)-\frac12\approx-\frac{0.0667\times0.1608}{2.507\times0.3536}=-0.0121 .$$

Integration of the full profile gives $-0.0140$. The half point lies at $0.0082$ Å, where (8) gives $0.0069$ Å. The next terms explain most of the difference in $q(0)$. The product of the cubic and quartic terms adds $\epsilon\delta y^7$ to the integrand. Since $\int_0^\infty y^3e^{-y^2/2}dy=2$ and $\int_0^\infty y^7e^{-y^2/2}dy=48$, the shift is multiplied by $(1+24\delta)/(1+3\delta)\approx1+21\delta$. With $\delta=0.0052$ this is $1.11$, giving $-0.0134$. The terms in $\epsilon^3$ are of the same order in temperature but add only about $0.006$ to this factor. Higher terms supply the rest. When $k_BT$ was reduced a hundredfold, (7) and (8) each agreed with the integrated profile to better than 0.5 per cent of the shift.

Away from the top, the comparison is:

| $x$ (Å) | error function | full profile |
|---:|---:|---:|
| $-0.4$ | 0.039 | 0.037 |
| $-0.2$ | 0.190 | 0.182 |
| $0$ | 0.500 | 0.486 |
| $0.2$ | 0.810 | 0.791 |
| $0.4$ | 0.961 | 0.946 |

The deviation is larger at $0.2$ Å than at $-0.2$ Å. Equation (6) shows why: its cubic term contributes $-0.011$ at both points, while its quartic term contributes $-0.005$ on the right and $+0.005$ on the left. The two add on the product side and partly cancel on the reactant side.

To detect the shift at the top with a standard error of half its size, one needs $0.25/(0.00701)^2\approx5100$ trajectories. A hundred would not reveal it.

### Friction that changes along the path

Return to the parabola and let $D=D_0e^{\eta x}$ over the few widths that matter. Equation (5) gives

$$q'\propto e^{-x^2/2\sigma^2-\eta x}\propto e^{-(x+\eta\sigma^2)^2/2\sigma^2},$$

where completing the square has left a constant factor. The Gaussian is displaced by $-\eta\sigma^2$, and

$$q(x)=\Phi\!\left(\frac{x+\eta\sigma^2}{\sigma}\right),\qquad q(0)=\Phi(\eta\sigma). \tag{9}$$

For $\eta=0$ the earlier result returns. For $\eta>0$ the solvent hinders motion less on the product side, and the odds at the top favour the product. With an assumed $\eta=0.2$ Å$^{-1}$, $\eta\sigma=0.045$ and $q(0)=0.518$. A uniform change of friction has no effect on the committor, but a gradient does. Here it is opposite in sign to the skewness and similar in size, so a measured one half may conceal two compensating departures from the simple model.

### Inertia

For a molecule of mass $m$, set $\gamma=\zeta/m$ and $\omega^2=k/m$. On the parabola,

$$dx=v\,dt,\qquad dv=(\omega^2x-\gamma v)\,dt+\sqrt{2\gamma k_BT/m}\;dW .$$

The committor now depends on position and velocity. Averaging it over one short step, with noise in $v$ alone, gives

$$v\,q_x+(\omega^2x-\gamma v)\,q_v+\frac{\gamma k_BT}{m}\,q_{vv}=0,$$

where subscripts denote derivatives. Try $q=F(u)$ with $u=x+sv$. Then $q_x=F'$, $q_v=sF'$ and $q_{vv}=s^2F''$, so

$$\left[(1-\gamma s)v+s\omega^2x\right]F'+\frac{\gamma k_BT}{m}s^2F''=0 .$$

The bracket must be a multiple of $u$. Matching the term in $x$ makes it $s\omega^2(x+sv)$, which requires

$$1-\gamma s=s^2\omega^2,\qquad s=\frac{-\gamma+\sqrt{\gamma^2+4\omega^2}}{2\omega^2}. \tag{10}$$

Dividing by $\gamma k_BTs^2/m$ and using $k_BT/(m\omega^2)=\sigma^2$ leaves $F''=-uF'/(\gamma s\sigma^2)$. The negative root for $s$ would make $F'$ grow without bound, so the positive root is taken. The solution that runs from 0 to 1 is

$$q(x,v)=\Phi\!\left(\frac{x+sv}{\sigma\sqrt{\gamma s}}\right). \tag{11}$$

For $\gamma\gg\omega$, $s\approx1/\gamma$ and $\gamma s\to1$. A typical velocity $\sqrt{k_BT/m}=\omega\sigma$ then shifts $x$ by about $(\omega/\gamma)\sigma$, which is small, and (11) becomes the overdamped result.

Now average over Maxwell velocities at fixed $x$. Equation (11) is the probability that $x+sv$ plus an independent Gaussian number of variance $\gamma s\sigma^2$ is positive. The velocity is itself Gaussian, with variance $\omega^2\sigma^2$, so the total variance is

$$\gamma s\sigma^2+s^2\omega^2\sigma^2=\sigma^2,$$

by (10). The average is $\Phi(x/\sigma)$ for every $\gamma>0$. Thus on a parabola with distant borders, inertia leaves the velocity-averaged committor unchanged. The limit $\gamma\to0$ confirms it: then $s=1/\omega$, the sign of $x+v/\omega$ decides, and this quantity is Gaussian with mean $x$ and variance $\sigma^2$.

For the leaving alcohol, take a mass of 60 u and a Stokes friction $\zeta=6\pi\times(\text{viscosity})\times(\text{radius})$, with rough values of 2 mPa s and $2.5$ Å. This gives $\omega=9.0$ ps$^{-1}$, $\gamma=95$ ps$^{-1}$ and $\gamma/\omega=10.5$. At the top, a thermal velocity towards the product gives $q=0.538$, and one towards the reactant gives $0.462$. If instead $\gamma/\omega=0.1$, the values are $0.999$ and $0.001$. The average over all velocities is one half in both cases, although in the second about nine paths in ten end on the side towards which they first move.

### Friction with memory

A solvent may respond as slowly as $x$ moves. Represent it by harmonic oscillators coupled linearly to $x$. In mass-weighted coordinates $Q_1=\sqrt m\,x,Q_2,\dots$ with momenta $P_i$, the energy is $\tfrac12P^TP+\tfrac12Q^TKQ$. Let the bath block $B$ of $K$ be positive definite and let $K$ have one negative eigenvalue $-\Lambda^2$, with unit eigenvector $n$. Then $n_1\ne0$, since otherwise $n^TKn$ would be positive; choose $n_1>0$. The amplitude

$$A=n^TQ+\frac{n^TP}{\Lambda}$$

obeys $\dot A=n^TP+\Lambda n^TQ=\Lambda A$. It grows while the other modes stay bounded, so its initial sign decides the outcome.

Let $G=K^{-1}$, with first column $G_1$. For fixed $Q_1$, the bath is in equilibrium about the point where the forces on it vanish, $Q^*=G_1Q_1/G_{11}$. The energy there is $Q_1^2/(2G_{11})$. This must be the free-energy barrier $-\tfrac12kx^2$, so $1/G_{11}=-\kappa$ with $\kappa=k/m$. Because $n^TG=-n^T/\Lambda^2$, the mean amplitude is

$$\langle A\rangle=\frac{n^TG_1Q_1}{G_{11}}=\frac{n_1\kappa Q_1}{\Lambda^2}.$$

The covariance of $Q$ at fixed $Q_1$ is $k_BT\,M$ with $M=G-G_1G_1^T/G_{11}$. Indeed, the first row and column of $M$ vanish, and the bath rows of $KM$ give $BM_{\text{bath}}=1$. Adding the momentum variance $k_BT/\Lambda^2$,

$$\operatorname{var}A=k_BT\left[-\frac1{\Lambda^2}+\frac{\kappa n_1^2}{\Lambda^4}+\frac1{\Lambda^2}\right]=\frac{k_BT\,\kappa n_1^2}{\Lambda^4}.$$

The mean divided by the standard deviation is $Q_1\sqrt{\kappa/k_BT}=x/\sigma$. The average committor is again $\Phi(x/\sigma)$, with $k$ the curvature of the free energy, not of the bare potential at a frozen solvent.

Hence an average committor of one half does not prove that $x$ is a good reaction coordinate. The velocity or the solvent may already have decided each case. One must look at the spread of committors for separate solvent arrangements at the same $x$.

### The model beside a real precursor solution

The mass is that of propan-2-ol, while the viscosity and radius are rough. The energy profile is a round model, not a computed surface of a particular alkoxide. Stokes friction is itself an estimate at molecular size. It gives $\zeta/k=1.2$ ps, and alcohol solvents can rearrange on this time scale or more slowly, so the assumption of friction without memory is in doubt. For a linear bath in equilibrium this does not move the average committor of a parabola with distant borders. That invariance does not extend to a skewed barrier or to near borders. There the shift of $q(0)$ depends on the friction: the skewness shift almost vanishes for weak friction, and with memory on the time scale of $\zeta/k$ it can be several times its overdamped value. For a real, nonlinear solvent the change has not been sized here. In the overdamped limit without memory, the shifts of $q(0)$ are $-0.014$ from skewness, $+0.018$ from the assumed friction gradient and $-0.05$ from the near borders; inertia at $\gamma/\omega=10.5$ reduces the last to about $-0.04$. Exchange that transfers a proton would need a different coordinate and a lighter mass.

For the heavy molecule, tunnelling is small. Take the standard transmission probability of a parabola, $1/(1+e^{-2\pi E/\omega})$ in atomic units, with $E$ measured from the top. Averaging it with the Boltzmann factor multiplies the frictionless classical rate by $(\theta/2)/\sin(\theta/2)$, where $\theta=\omega/k_BT$. At 300 K the factor is $1.002$. It diverges at $\theta=2\pi$, which corresponds to 11 K. This factor concerns the rate, not the committor, but it shows that tunnelling along $x$ can be neglected in this example. The numerical output follows.

## Numbers as computed

```
temperature: 300 K
thermal energy kT: 0.02585 eV
curvature k: 0.50 eV/A^2
cubic coefficient c: 0.10 eV/A^3
quartic coefficient g: 0.20 eV/A^4
reactant well at: -1.851 A
product well at: 1.351 A
barrier from reactant: 0.481 eV
barrier from product: 0.208 eV
thermal width sigma: 0.2274 A = 0.4297 bohr
slope of q at top: 1.754 1/A
q = 0.9 at x: 0.2914 A
width from q = 0.1 to 0.9: 0.5828 A
energy below top at q = 0.9: 0.02123 eV
same in units of kT: 0.8212
x = -0.4 A: q erf 0.0393, full 0.0373
x = -0.2 A: q erf 0.1895, full 0.1822
x = +0.0 A: q erf 0.5000, full 0.4860
x = +0.2 A: q erf 0.8105, full 0.7912
x = +0.4 A: q erf 0.9607, full 0.9457
Brownian shots per start: 20000
shots from top, fraction to product: 0.5004
shots from sigma/2, fraction: 0.6861
erf value at sigma/2: 0.6915
skewness law, q(0) - 1/2: -0.01210
full profile, q(0) - 1/2: -0.01402
skewness law, half point: 0.00689 A
full profile, half point: 0.00815 A
trials for std error of half that shift: 5086
near borders: -0.3 and 0.6 A
q(0) with near borders: 0.4505
gradient of ln D: 0.2 1/A
q(0) with that gradient: 0.5181
mass: 60 u
viscosity: 2.0 mPa s
radius: 2.5 A
barrier frequency omega: 8.97 1/ps
friction rate gamma: 94.6 1/ps
gamma/omega: 10.55
diffusion constant: 0.0439 A^2/ps
escape time zeta/k: 1.176 ps
q(0, +thermal speed): 0.5376
q(0, -thermal speed): 0.4624
weak friction gamma/omega: 0.1
weak, q(0, +thermal speed): 0.9990
weak, q(0, -thermal speed): 0.0010
tunnelling factor of rate, no friction: 1.00218
tunnelling crossover, no friction: 10.9 K
sigma at 350 K: 0.2456 A
```
